\section*{Why Exchange Alone Cannot Carry a Dopant–Vacancy Pair Through Silicon}

\section{The belief}

Q: I am modelling how a donor spreads in silicon when it travels with a vacancy. The two attract, so the vacancy sits on a first-neighbour site. The donor jumps into it at some rate $w_x$, and the vacancy is then again a first neighbour. The pair is intact and has moved one bond length $l$. Repeating this gives a random walk, so I use
\begin{equation}
D_{\rm naive}=\frac{l^2}{6}\,p_1w_x ,
\end{equation}
where $p_1$ is the probability that the vacancy is in the first shell. What could be wrong?

A: The word ``random''. After the exchange, where is the vacancy?

Q: On the site the donor has just left.

A: So if nothing but exchange happens, the next jump takes the donor back. Let $P(t)$ be the probability that it is displaced at time $t$, with $P(0)=0$. Exchange feeds $P$ from the undisplaced state and drains it at the same rate:
\begin{equation}
\frac{dP}{dt}=w_x(1-P)-w_xP=w_x-2w_xP .
\end{equation}
The solution gives the mean squared displacement
\begin{equation}
\langle r^2\rangle=l^2P=\frac{l^2}{2}\left(1-e^{-2w_xt}\right).
\end{equation}
It saturates at $l^2/2$. A diffusing particle has $\langle r^2\rangle$ growing as $6Dt$, so here $D=0$ however large $w_x$ is. With silicon's bond length, $0.2352$ nm, the root-mean-square displacement never exceeds $0.166$ nm.

\section{Where the vacancy has to go}

Q: Then the vacancy must step away and come back on another side. Is a visit to a second-neighbour site enough?

A: The lattice decides that. Put the donor at the origin and let $\mathbf v_1,\dots,\mathbf v_4$ be the vectors to its first neighbours. I assume that the vacancy hops between bonded sites only. On the donor's own sublattice a hop adds some $\mathbf v$; on the other sublattice it subtracts one. With $i,j,k$ all different, the sites near the donor are
\begin{align}
\text{first:}\quad &\mathbf v_i, &
\text{second:}\quad &\mathbf v_i-\mathbf v_j,\\
\text{third:}\quad &\mathbf v_i-\mathbf v_j+\mathbf v_k, &
\text{fifth:}\quad &2\mathbf v_i-\mathbf v_j .
\end{align}
From the second neighbour $\mathbf v_i-\mathbf v_j$, adding $\mathbf v_j$ leads to $\mathbf v_i$. Adding $\mathbf v_i$ leads to a fifth neighbour, and adding either remaining vector leads to a third neighbour. Each second neighbour therefore touches one first neighbour, the one the vacancy came from. Turning back there changes nothing.

Q: And from a third neighbour?

A: From $\mathbf v_i-\mathbf v_j+\mathbf v_k$, subtracting $\mathbf v_k$ returns to $\mathbf v_i-\mathbf v_j$, but subtracting $\mathbf v_i$ gives $\mathbf v_k-\mathbf v_j$, which touches $\mathbf v_k$. The route is
\begin{equation}
\mathbf v_i\to\mathbf v_i-\mathbf v_j\to
\mathbf v_i-\mathbf v_j+\mathbf v_k\to
\mathbf v_k-\mathbf v_j\to\mathbf v_k .
\end{equation}
These five sites and the donor form a six-membered ring. The vacancy makes four hops round it, and the next exchange moves the donor along a new bond.

Q: So the vacancy must pass through a third-neighbour site?

A: If it is confined to the first three shells, yes. In the open lattice there is a detour through fifth neighbours; a path search finds that the shortest route avoiding the third shell takes ten hops. What nearest-neighbour hopping strictly requires is an excursion at least three bonds from the donor, since all three exits from a second neighbour away from the first shell lead to such sites.

\section{The rate of changing sides}

Q: Can the ring be turned into a rate?

A: Keep the vacancy in shells 1 to 3 for now, and let $w_{ab}$ be the rate of one particular hop from shell $a$ to shell $b$. The hops are memoryless and obey detailed balance.

Fix $j$. The three second neighbours $\mathbf v_i-\mathbf v_j$ with $i\ne j$ are linked pairwise through third neighbours, like the corners of a triangle. From one corner the vacancy drops to its own first neighbour at rate $w_{21}$, or goes to one of two third neighbours at total rate $2w_{23}$. A third neighbour has two equally likely ways back into the second shell, so half of these trips return to the same corner and half reach another.

Let $\alpha$ be the probability that a vacancy at a corner ends at that corner's own first neighbour, and $\beta$ the probability that it ends at one given other. Then $\alpha+2\beta=1$. Trips back to the same corner only cost time and drop out, leaving drops at rate $w_{21}$ and changes of corner at total rate $w_{23}$:
\begin{equation}
(w_{21}+w_{23})\alpha=w_{21}+w_{23}\beta .
\end{equation}
The last term has $\beta$ because, after a change, the original first neighbour is one particular ``other''. Insert $\alpha=1-2\beta$:
\begin{align}
w_{21}+w_{23}-2(w_{21}+w_{23})\beta&=w_{21}+w_{23}\beta,\\
w_{23}&=(2w_{21}+3w_{23})\beta .
\end{align}
The probability of returning to a different first neighbour is thus
\begin{equation}
u=2\beta=\frac{2w_{23}}{2w_{21}+3w_{23}} .
\end{equation}
A first neighbour has three exits to the second shell, so the reorientation rate is
\begin{equation}
R=3w_{12}u=\frac{6w_{12}w_{23}}{2w_{21}+3w_{23}} .
\end{equation}

\section{From reorientation to diffusion}

Q: Then the pair should diffuse with $R$ in place of $w_x$?

A: No. Exchange may be the slower process, and even when it is fast, successive jumps remain correlated. We need the probability $q$ that the next exchange uses a different bond from the last one. Let $S=1-q$ be the probability that it uses the same bond. If the vacancy has moved to another side, let $S'$ be the probability that the next exchange still occurs on the original bond. By symmetry $S+3S'=1$. The first event is an exchange or a reorientation:
\begin{equation}
(w_x+R)S=w_x+RS'=w_x+\frac{R}{3}(1-S).
\end{equation}
Collecting $S$ gives
\begin{equation}
S=\frac{w_x+R/3}{w_x+4R/3},\qquad
q=1-S=\frac{R}{w_x+4R/3}.
\end{equation}

Now follow the jump vectors. Suppose the donor has jumped by $\mathbf v_i$. It is on the other sublattice, where bonds point along $-\mathbf v_k$. The next jump is $-\mathbf v_i$ with probability $1-q$, and each of the other three has probability $q/3$. Since the four bond vectors sum to zero, the other three sum to $-\mathbf v_i$, and the mean next jump is
\begin{equation}
-(1-q)\mathbf v_i-\frac q3\sum_{k\ne i}\mathbf v_k
=-(1-q)\mathbf v_i+\frac q3\mathbf v_i=-c\,\mathbf v_i,
\quad c=1-\frac{4q}{3}.
\end{equation}
Each further jump multiplies the mean by another $-c$. For $N$ jumps, with $N$ large, the squared displacement contains $N$ diagonal terms $l^2$ and twice the correlations at each separation $m$:
\begin{equation}
\frac{\langle r^2\rangle}{Nl^2}\to f=
1+2\sum_{m=1}^{\infty}(-c)^m
=1-\frac{2c}{1+c}=\frac{1-c}{1+c}.
\end{equation}
Insert $c$, then $q=3R/(3w_x+4R)$:
\begin{equation}
f=\frac{4q/3}{2-4q/3}=\frac{2q}{3-2q}
=\frac{6R}{9w_x+6R}=\frac{2R}{3w_x+2R}.
\end{equation}
Over a long time $t$ there are on average $N=p_1w_xt$ exchanges. Setting $\langle r^2\rangle=6Dt$ gives
\begin{equation}
D=\frac{l^2}{6}p_1w_xf
=\frac{l^2p_1}{6}\,\frac{1}{1/w_x+3/(2R)} .
\end{equation}
Finally, write out $R$:
\begin{equation}
\frac{3}{2R}=\frac{2w_{21}+3w_{23}}{4w_{12}w_{23}}
=\frac{3}{4w_{12}}+\frac{w_{21}}{2w_{12}w_{23}},
\end{equation}
so that
\begin{equation}
D=\frac{l^2p_1}{6}
\left[\frac1{w_x}+\frac3{4w_{12}}
+\frac{w_{21}}{2w_{12}w_{23}}\right]^{-1}.
\label{D}
\end{equation}

Q: Three terms added like resistances in series.

A: They are exchange, departure from the first shell, and passage round the ring. If any one is blocked, $D$ vanishes.

Q: And $p_1$?

A: There are 4 first, 12 second and 12 third neighbours. Detailed balance multiplies the occupation per site by $w_{12}/w_{21}$ from shell 1 to 2, and by $w_{23}/w_{32}$ from 2 to 3. Normalizing,
\begin{equation}
p_1=\left[1+3\frac{w_{12}}{w_{21}}
\left(1+\frac{w_{23}}{w_{32}}\right)\right]^{-1}.
\end{equation}

Q: Is my original formula ever right?

A: Yes, when $R\gg w_x$. The vacancy then changes sides many times between exchanges, $f\to1$, and your expression follows. In the opposite limit, $w_x\gg R$,
\begin{equation}
D\to\frac{l^2p_1R}{9},
\end{equation}
and making exchange still faster gains nothing.

\section{Numbers for a donor in silicon}

Q: Which limit applies in practice?

A: Take round parameters in the rough regime of an arsenic--vacancy pair at 1000 K, where $k_BT=0.0862$ eV. The pair energies are $E_1=-1.2$, $E_2=-0.6$ and $E_3=-0.4$ eV, and zero farther out. The exchange barrier is 0.6 eV. A vacancy hop from $a$ to $b$ has barrier $0.4\ {\rm eV}+(E_b-E_a)/2$, and every attempt frequency is 10 THz. For example,
\begin{equation}
w_{12}=10^{13}\,e^{-0.7/0.0862}\ {\rm s^{-1}}
\approx2.97\times10^9\ {\rm s^{-1}} .
\end{equation}
Likewise $w_x=9.47\times10^9$, $w_{21}=3.13\times10^{12}$ and $w_{23}=3.02\times10^{10}$ s$^{-1}$. These give $R=8.46\times10^7$ s$^{-1}$ and $p_1=0.997$. The bracket in Eq.~(\ref{D}) is
\begin{equation}
(0.106+0.253+17.487)\times10^{-9}\ {\rm s}
=1.785\times10^{-8}\ {\rm s},
\end{equation}
with 98\% of it from ring passage. With $l=2.352\times10^{-8}$ cm,
\begin{equation}
D=\frac{(2.352\times10^{-8})^2(0.997)}
{6(1.785\times10^{-8})}\ {\rm cm^2/s}
\approx5.15\times10^{-9}\ {\rm cm^2/s}.
\end{equation}
The decay of a long density wave, found by diagonalizing the full master equation of the confined pair with the same rates, gives the same value.

Q: And my formula?

A: It gives $8.70\times10^{-7}$ cm$^2$/s, too large by a factor of 169. The reason is $q=0.0088$: on average it takes about 113 exchanges to get one along a new bond.

Q: If I fitted an activation energy, would I see the exchange barrier?

A: Not here. The saddle between shells 2 and 3 lies at $0.4+(-0.6-0.4)/2=-0.1$ eV, which is 1.10 eV above $E_1$. The slope of $\ln D$ at 1000 K gives 1.09 eV. The small difference comes from the two minor resistances, with their lower barriers, and from the slow fall of $p_1$ on heating.

\section{When the pair does not stay together}

Q: You confined the vacancy. Surely a real one can escape.

A: It can, and that limits the use of $D$. The lowest saddle out of the first three shells, from shell 2 to shell 5, is at $0.4-0.3=0.1$ eV, or 1.3 eV above $E_1$. Crossing it is not yet escape: from shell 5 the barrier back is only 0.1 eV, while going farther out costs 0.4 eV. To get away, the vacancy must cross the free-migration saddles at 0.4 eV, which are 1.6 eV above $E_1$ and 0.5 eV above the ring saddle. Count the vacancy as lost once it is beyond 1.5 nm. Starting from the first shell at 1000 K, the mean lifetime is $2.13\times10^{-6}$ s and the root-mean-square range of the donor is 2.57 nm. This agrees with the diffusion estimate
\begin{equation}
\sqrt{6D\tau}=\sqrt{6(5.15\times10^{-9})(2.13\times10^{-6})}\ {\rm cm}
\approx2.6\ {\rm nm}.
\end{equation}
The pair changes sides about $R\tau\approx180$ times before it breaks. With the same energies the range is 8.8 nm at 700 K and 1.3 nm at 1300 K. Heating speeds up the ring, but it speeds up escape more, because the escape saddles are higher.

Q: Is the range sensitive to your definition of loss?

A: Moderately. At 1000 K a loss radius of 1.0 nm gives 2.14 nm and one of 3 nm gives 2.9 nm. Larger radii add less and less, so the range stays at a few nanometres.

Q: With the lattice open, does the detour through the fifth shell matter?

A: Very little for these energies. A vacancy leaving the first shell next enters it at a different site with probability $9.5\times10^{-3}$. If the vacancy counts as lost beyond 1.5 nm, paths that never touch the third shell contribute $7.8\times10^{-7}$, or 0.008\% of that; with the limit at 3 nm their share is still only 0.018\%. ``Must'' is too strong for the open lattice, but here the third-neighbour route carries nearly all the traffic.

Q: A positive donor and a negative vacancy attract at long range. That should hold the pair together longer.

A: I added a screened Coulomb attraction between unit charges beyond shell 3, keeping the three inner energies fixed. The relative permittivity was 11.7 and the carrier density $10^{19}$ cm$^{-3}$, which gives a Debye length of 2.36 nm. The lifetime fell to $7.5\times10^{-7}$ s and the range to 1.53 nm.

Q: An attraction that shortens the life of the pair?

A: In this model, yes. The saddle energy follows the mean energy of its two end sites. The energy at shell 4 drops by 0.18 eV and that of sites farther out by less, so the saddles between these outer sites drop too. They were the highest on the way out. Since $E_1$ is held fixed, the part of the way out nearest the pair is now easier, although far from the donor the saddles return to 0.4 eV. If the inner wells were deepened as well, the comparison would be a different one.

\section{What carries over to a real wafer}

Q: Can I put $5\times10^{-9}$ cm$^2$/s into a process simulator as the arsenic diffusivity?

A: No. It belongs to a donor that already has a vacancy. The diffusivity of the whole donor population also contains the fraction that is paired, which I have not calculated. In real silicon, arsenic also moves with self-interstitials, and phosphorus does so predominantly; this ring does not describe that part. Binding energies and barriers depend on charge state and hence on the Fermi level. An error of 0.1 eV in one barrier changes its rate by a factor of 3.2 at 1000 K, and because the ring dominates, an error in its saddle passes almost fully into $D$. The assumption most plainly broken is permanent binding: because the pair breaks up, one vacancy carries the donor only a few nanometres at 1000 K. For donors placed at random with density $n$, the mean distance to the nearest other donor is about $0.554\,n^{-1/3}$. At $n=10^{19}$ cm$^{-3}$ this is 2.6 nm, about the same as that range, so the picture of one isolated donor is already doubtful at this density and becomes worse at heavier doping.

Q: And the smaller corrections?

A: The leading tunnelling correction, taking the barrier frequency equal to the attempt frequency, is about 1\% of a rate at 1000 K, rising to about 11\% at 300 K. At 1000 K the carrier density is about 6\% of the band's effective density of states, for a rough mass of 1.08 electron masses, so nondegenerate statistics are reasonable. Both corrections matter far less than the barriers. The screened potential itself is rougher. The Debye form assumes many carriers within a Debye length and an attraction weak compared with $k_BT$. Here a sphere of that radius holds only about half a carrier, and the attraction at shell 4 is about $2k_BT$. The lifetime and range found with the attraction are therefore only rough figures.

Q: Is the pair at least frozen when the device is in use?

A: Exchange is not: with these parameters the donor still jumps back and forth over one bond about 800 times a second at 300 K. Its net motion is frozen only over short times. The mean reorientation time at that temperature is about $10^5$ s, more than a day, and $D\approx l^2R/9\approx6\times10^{-22}$ cm$^2$/s. For an isolated pair with these barriers, $\sqrt{6Dt}$ is about 0.2 nm after a day, 3 nm after a year and 11 nm after ten years. In a hot device it moves much faster. At 400 K the mean reorientation time is 2.4 s and $D=2.5\times10^{-17}$ cm$^2$/s. If the pair survived for an hour, the donor would move about
\begin{equation}
\sqrt{6(2.5\times10^{-17})(3600)}\ {\rm cm}\approx7\ {\rm nm}.
\end{equation}
I have not computed its lifetime at 400 K, so this is a conditional estimate. Its mobility is at least in keeping with the fact that donor--vacancy pairs in irradiated silicon anneal out at roughly 150~$^\circ$C.

Q: What would make the ring unnecessary?

A: A direct vacancy hop between two first neighbours, which I excluded at the start. If each of the three possible hops had rate $w_d$, $R$ would become $R+3w_d$, and transport would survive even with $w_{23}=0$. The direct route would equal the ring when $3w_d=R$. With the same attempt frequency $\nu$, that means a barrier of
\begin{equation}
E_d=k_BT\ln\frac{3\nu}{R}\approx1.10\ {\rm eV}
\end{equation}
at 1000 K. A lower barrier would make the direct hop the main way of changing sides. So a first-principles study should calculate that barrier as well as the exchange barrier and the energies round the ring. A second, unrelated vacancy could also arrive and move the donor along a new bond, but that would no longer be transport by the original pair.

Q: Then what should I call one productive step?

A: An exchange, a trip of the vacancy to another side, and a second exchange. The donor's net displacement is $\mathbf v_i-\mathbf v_k$. Since the bond vectors sum to zero, $0=\mathbf v_i\cdot\sum_k\mathbf v_k=l^2+3\,\mathbf v_i\cdot\mathbf v_k$ for any $k\ne i$, so $\mathbf v_i\cdot\mathbf v_k=-l^2/3$ and
\begin{equation}
|\mathbf v_i-\mathbf v_k|=\sqrt{2l^2+\tfrac23l^2}
=\sqrt{\tfrac83}\,l\approx0.384\ {\rm nm}.
\end{equation}
Exchange supplies both displacements of the donor. The trip between them keeps the second from cancelling the first.

\section*{Computed results}
\begin{verbatim}
Temperature: 1000 K; kT = 0.0862 eV
Attempt frequency: 10 THz
Pair energies, shells 1, 2, 3: -1.2 -0.6 -0.4 eV
Free-vacancy barrier: 0.4 eV
Exchange barrier: 0.6 eV
Silicon lattice parameter: 0.5431 nm
Bond length: 0.2352 nm
Exchange-only rms limit: 0.1663 nm
Shortest ring path between first neighbours: 4 hops
Shortest path avoiding shell 3: 10 hops
Rate wx: 9.4653e+09 1/s
Rate w12: 2.9659e+09 1/s
Rate w21: 3.1334e+12 1/s
Rate w23: 3.0207e+10 1/s
Rate w32: 3.0766e+11 1/s
Reorientation rate R: 8.4553e+07 1/s
Shell-1 probability p1: 0.99689
Resistance, exchange: 1.0565e-10 s; share 0.59 %
Resistance, departure: 2.5288e-10 s; share 1.42 %
Resistance, ring passage: 1.7487e-08 s; share 97.99 %
Chance q that next exchange uses another bond: 0.00883
Mean exchanges per change of bond, 1/q: 113.3
Correlation factor f: 0.00592
Pair diffusivity, formula: 5.1490e-09 cm2/s
Pair diffusivity, master equation: 5.1490e-09 cm2/s
Uncorrelated-exchange estimate: 8.6975e-07 cm2/s
Overestimate by uncorrelated exchange: factor 168.9
Activation energy of D: 1.0895 eV
Ring saddle above shell-1 energy: 1.10 eV
Vacancy counted as lost beyond: 1.5 nm
At 700 K: lifetime 5.879e-03 s, rms range 8.836 nm
At 1000 K: lifetime 2.132e-06 s, rms range 2.571 nm
At 1300 K: lifetime 3.101e-08 s, rms range 1.321 nm
Range at 1000 K for loss radius 1.0 nm: 2.137 nm
Return to another first neighbour, all paths: 9.4993e-03
Same, never visiting shell 3: 7.7935e-07
Share of returns avoiding shell 3: 0.0082 %
Relative permittivity (rough): 11.7
Carrier density: 1.0e+19 cm^-3
Debye length: 2.360 nm
Screened Coulomb energy at shell 4: -0.1800 eV
With Coulomb tail: lifetime 7.475e-07 s
With Coulomb tail: rms range 1.530 nm
Density-of-states mass (rough): 1.08 electron masses
Carrier density / band density of states: 0.0583
Leading tunnelling correction to a rate: 0.96 %
Rate factor for a 0.1 eV barrier error: 3.19
Direct-hop barrier that would rival the ring: 1.101 eV
At 400 K: pair diffusivity 2.548e-17 cm2/s
At 400 K: mean reorientation time 2.411e+00 s
\end{verbatim}
